# Cantilever spring constant from thermal motion by equipartition

## Question

I have a soft AFM cantilever in air at 300 K. Treated as a single vibrational mode, it has a thermal root-mean-square displacement of 0.20 nm. I am supposed to use equipartition to show that its spring constant is near 0.10 N/m.

My attempt was this: an oscillator has mean energy $k_BT$, so I set $\tfrac12 k\langle x^2\rangle=k_BT$. That gives about 0.21 N/m, twice the expected value. Where does the factor of two go? I also don't see why the damping by the air is absent, or whether the constant bending of the lever should be included in the rms. And if I did this with a real instrument, how far could I trust the answer?

## Answer

The energy $k_BT$ is the sum of two equal parts, kinetic and potential. You assigned all of it to the spring.

### Where the factor of two goes

Let $x$ be the tip displacement from its mean position, $p$ the momentum of the mode, $m$ its effective mass and $k$ its stiffness, both referred to the tip. Assume that the mode is harmonic, classical and in equilibrium at temperature $T$, with the tip far from any surface. Its energy is

$$E=\frac{p^2}{2m}+\frac{kx^2}{2}.$$

The Boltzmann weight $e^{-E/k_BT}$ is a product of a factor in $p$ and a factor in $x$. In an average of $x^2$ the $p$ integral appears in both numerator and denominator and cancels. With $a=k/(2k_BT)$,

$$\langle x^2\rangle=\frac{\int x^2e^{-ax^2}dx}{\int e^{-ax^2}dx},$$

where the integrals run from $-\infty$ to $\infty$. To do the numerator, write $x\,e^{-ax^2}=-\frac{1}{2a}\frac{d}{dx}e^{-ax^2}$ and integrate by parts:

$$\int x\,\left(x e^{-ax^2}\right)dx=\left[-\frac{x e^{-ax^2}}{2a}\right]_{-\infty}^{\infty}+\frac{1}{2a}\int e^{-ax^2}dx.$$

The boundary term vanishes, so

$$\langle x^2\rangle=\frac1{2a}=\frac{k_BT}{k},\qquad \tfrac12k\langle x^2\rangle=\tfrac12k_BT.$$

The same calculation for $p$ gives $\langle p^2\rangle/(2m)=\tfrac12k_BT$. The two halves add up to your $k_BT$, but the spring holds one of them.

### The number

Convert the displacement to metres before squaring:

$$\langle x^2\rangle=(0.20\times10^{-9}\ \text{m})^2=4.0\times10^{-20}\ \text{m}^2.$$

The thermal energy is

$$k_BT=(1.380649\times10^{-23}\ \text{J/K})(300\ \text{K})=4.142\times10^{-21}\ \text{J}.$$

Therefore

$$k=\frac{k_BT}{\langle x^2\rangle}=\frac{4.142\times10^{-21}\ \text{J}}{4.0\times10^{-20}\ \text{m}^2}=0.1035\ \text{N/m},$$

or 103.5 pN/nm. The units work because $1\ \text{J}=1\ \text{N m}$. The rms spring force is $k x_{\rm rms}=20.7$ pN. This is the restoring force of the lever, not the random force exerted by the air.

Not all those digits are meaningful. Since $k\propto T x_{\rm rms}^{-2}$, a small error $\delta x$ in the rms changes $k$ by the fraction $2\,\delta x/x_{\rm rms}$ in magnitude. If 0.20 nm is rounded to the nearest 0.01 nm, then $\delta x$ can reach 0.005 nm, and $k$ is uncertain by about 5%. Direct evaluation at the two limits gives 0.0986 and 0.1089 N/m. "Near 0.10 N/m" is the right precision.

### Constant bending

Suppose a constant force $F_0$ acts on the tip, and let $X$ be the displacement from the unloaded position. Completing the square gives

$$\tfrac12kX^2-F_0X=\tfrac12k\left(X-\frac{F_0}{k}\right)^2-\frac{F_0^2}{2k}.$$

The last term is constant and cancels on normalization. The distribution has moved by $F_0/k$ and kept its width, so the rms must be taken about the mean. For example, 50 pN shifts this single mode by 0.483 nm. Numerical integration of the Boltzmann distribution with that force present gives the same shift, and an rms about the mean of 0.2000 nm. On a real beam the steady shift is $F_0/k_s$, with the static stiffness $k_s$ defined below, and is about 3% larger.

### Damping

Air drag removes energy, but the collisions that cause the drag also deliver random kicks. Let $v=\dot x$, let the drag force be $-m\Gamma v$, and let the kicks, uncorrelated from one instant to the next, raise $\langle v^2\rangle$ at a rate $D$. The averages obey

$$\frac{d\langle x^2\rangle}{dt}=2\langle xv\rangle,$$

$$\frac{d\langle xv\rangle}{dt}=\langle v^2\rangle-\frac km\langle x^2\rangle-\Gamma\langle xv\rangle,$$

$$\frac{d\langle v^2\rangle}{dt}=-\frac{2k}{m}\langle xv\rangle-2\Gamma\langle v^2\rangle+D.$$

In the steady state all three rates are zero. The first equation gives $\langle xv\rangle=0$, the second then gives $k\langle x^2\rangle=m\langle v^2\rangle$, and the third gives $\langle v^2\rangle=D/(2\Gamma)$.

A free mass in the same air also has $\langle v^2\rangle=D/(2\Gamma)$, and for it this must equal $k_BT/m$. Hence $D=2\Gamma k_BT/m$: stronger drag comes with stronger kicks. Inserting this $D$ returns $\langle x^2\rangle=k_BT/k$, with no $\Gamma$ left.

Damping does affect how long you must measure. For a lightly damped mode of frequency $f$ and quality factor $Q=2\pi f/\Gamma$, the correlation function is approximately

$$C(\tau)=\langle x^2\rangle e^{-\Gamma|\tau|/2}\cos(2\pi f\tau).$$

For Gaussian motion, the covariance of $x^2$ at two times is $2C^2$. In a record of length $t$ much longer than $1/\Gamma$, the variance of the measured mean square is therefore

$$\frac{2}{t}\int_{-\infty}^{\infty}C^2d\tau\approx\frac{2\langle x^2\rangle^2}{t}\cdot\frac12\int_{-\infty}^{\infty}e^{-\Gamma|\tau|}d\tau=\frac{2\langle x^2\rangle^2}{\Gamma t},$$

where the rapidly varying $\cos^2$ was replaced by its mean, $\tfrac12$. The relative standard error is

$$\sqrt{\frac{2}{\Gamma t}}=\sqrt{\frac{2Q}{2\pi f t}}.$$

For $f=15$ kHz, $Q=50$ and $t=10$ s this is 1.0%, and $k$ inherits the same relative error. In a separate simulation with $Q=10$ and $2\pi ft=2000$, the scatter between records was 9.9%, against 10.0% from the formula.

### Which spring constant is it?

A real lever is a beam with many modes. The $k$ above belongs to the first mode, whereas the stiffness needed to convert a steady tip force into a deflection is the static one, $k_s$. For a uniform beam of length $L$ and bending rigidity $B$, an end force $F$ produces a tip deflection $FL^3/(3B)$ and a tip slope $FL^2/(2B)$. Thus $k_s=3B/L^3$.

For the mode, let $\xi$ run from 0 at the clamp to 1 at the tip. The shape $\phi(\xi)$ obeys $\phi''''=\alpha^4\phi$, with $\phi=\phi'=0$ at the clamp and $\phi''=\phi'''=0$ at the free end. The solution satisfying the clamp conditions and $\phi''(1)=0$ is

$$\phi=\cosh\alpha\xi-\cos\alpha\xi-\sigma(\sinh\alpha\xi-\sin\alpha\xi),$$

$$\sigma=\frac{\cosh\alpha+\cos\alpha}{\sinh\alpha+\sin\alpha}.$$

The remaining condition, $\phi'''(1)=0$, requires $\sinh\alpha-\sin\alpha=\sigma(\cosh\alpha+\cos\alpha)$. Eliminating $\sigma$ gives $\cosh\alpha\cos\alpha=-1$, whose first root is $\alpha=1.8751$, with $\sigma=0.7341$.

When the tip moves by $x$, the bending energy is $\tfrac12kx^2$ with

$$k=\frac{B}{L^3}\,\frac{\int_0^1\phi''^2d\xi}{\phi(1)^2}.$$

Two integrations by parts get the integral. Multiplying $\phi''''=\alpha^4\phi$ by $\phi$ and integrating gives $\int\phi''^2d\xi=\alpha^4I$, where $I=\int\phi^2d\xi$. Multiplying it by $\xi\phi'$ instead gives

$$\tfrac32\int_0^1\phi''^2d\xi=\alpha^4\left[\tfrac12\phi(1)^2-\tfrac12I\right].$$

The other boundary terms vanish by the end conditions. Combining the two results gives $I=\phi(1)^2/4$, so $k=\alpha^4B/(4L^3)$ and

$$\frac{k_s}{k}=\frac{12}{\alpha^4}=0.9707.$$

If 0.20 nm is the true tip motion in the first mode, then $k_s=0.9707\times0.1035=0.1005$ N/m.

If it were instead the tip motion summed over all modes, the answer would differ slightly. A static end force $F$ displaces mode $n$ by $F/k_n$, so $1/k_s=\sum_n1/k_n$. Equipartition for independent modes gives $\langle x_{\rm total}^2\rangle=k_BT\sum_n1/k_n=k_BT/k_s$. In that case 0.1035 N/m would be $k_s$ itself.

### What an optical lever reports

Many instruments reflect a light beam from the lever and detect its slope. Suppose the signal was converted to nanometres by static end loading, for which slope equals $3/(2L)$ times deflection. The instrument then reports $(2L/3)$ times the slope, even when the lever vibrates with a different shape. For the first mode it reads $\chi x$, where

$$\chi=\frac23\frac{\phi'(1)}{\phi(1)}.$$

From $\cos\alpha=-1/\cosh\alpha$ and $\sin\alpha>0$ one has $\sin\alpha=\sinh\alpha/\cosh\alpha$. Substituting these into the mode shape gives $\phi(1)=2$ and

$$\phi'(1)=\frac{2\alpha\sinh\alpha\sin\alpha}{\sinh\alpha+\sin\alpha}=2\alpha\sigma,$$

because $\cosh\alpha+\cos\alpha=\sinh^2\alpha/\cosh\alpha=\sinh\alpha\sin\alpha$. Hence $\chi=\tfrac23\alpha\sigma=0.9177$. A finite-element beam gives the same values of $\chi$ and $k_s/k$ to four decimals.

The true mean square is the reported one divided by $\chi^2$, so

$$k_s=\frac{12}{\alpha^4}\,\chi^2\,\frac{k_BT}{\langle x_{\rm read}^2\rangle}=0.8174\times0.1035\ \text{N/m}=0.0846\ \text{N/m}.$$

This applies if your 0.20 nm is an uncorrected first-mode reading. An unfiltered signal containing all modes needs a correction in the opposite direction. An end moment $M$ gives a tip slope $ML/B$, so equipartition gives a mean-square slope $k_BTL/B$. The reading is then $(2L/3)^2k_BTL/B=\tfrac43k_BT/k_s$, which gives $k_s=\tfrac43\times0.1035=0.138$ N/m. That limit needs a small spot and a bandwidth covering many modes. Before quoting a stiffness, find out which displacement the instrument reports.

### How far to trust it on a real lever

A stiffness of 0.1 N/m, a frequency of 15 kHz and a $Q$ of 50 are illustrative values, of the right order for a soft contact-mode lever in air; use the measured ones for your own lever. With those values, and the other inputs held fixed in each comparison, the remaining effects are:

- **Detector noise.** Independent noise adds in the mean square. If 0.03 nm rms of noise is included in the 0.20 nm, the thermal part is $\sqrt{0.20^2-0.03^2}=0.1977$ nm, and $k$ rises by 2.3% to 0.1059 N/m.
- **Laser heating.** If the lever and the air that damps it are both 3 K warmer than assumed, $k$ rises by 1.0%. The noise temperature is that of whatever damps the mode, mostly the air here, so a warm lever in cooler air shifts $k$ by less.
- **Quantum motion.** The mean energy of a quantum oscillator is $\tfrac12hf\coth(u/2)$, with $u=hf/k_BT$, and half of it is potential. Thus $\langle x^2\rangle=(k_BT/k)(u/2)\coth(u/2)\approx(k_BT/k)(1+u^2/12)$ for small $u$. Here $u=2.4\times10^{-9}$, and the correction is a fraction $4.8\times10^{-19}$.

Of the effects sized here, the optical-lever factor (0.817 for the first mode, $4/3$ for all modes) is the largest. Its value assumes a uniform beam and a small light spot at the end. A triangular lever, a heavy tip, a tilted mounting or a broad spot breaks the model, and I have not sized those changes.

The tip must also be far from the sample. Near a surface, expand the surface force as $F(x)\approx F_0+F'x$. The constant part shifts the mean, but the gradient changes the potential to $\tfrac12(k-F')x^2$. If the mode keeps its shape, $k>F'$, and the linear expansion holds over the thermal motion, equipartition then measures $k-F'$, not the stiffness of the lever alone. On a real beam the gradient also changes the mode shape, so $k-F'$ is only an approximation there. The static stiffness becomes $k_s-F'$, so the lever already becomes unstable at $F'=k_s$, slightly below $k$. Use it only when $|F'|$ is much smaller than $k$.

The numerical output below lists the inputs and results.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal rms displacement: 0.20 nm
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kB*T: 4.1419e-21 J
Mean potential energy kB*T/2: 2.0710e-21 J
Mean-square displacement: 4.000e-20 m^2
Mode stiffness k: 0.1035 N/m
Mode stiffness k, converted: 103.5 pN/nm
Rms spring force k*x_rms: 20.7 pN
Rounding half-width of rms: 0.005 nm
k at upper rms limit: 0.0986 N/m
k at lower rms limit: 0.1089 N/m
Linear estimate of k error: 5.0 %
Test static force: 50 pN
Mean shift by that force (quadrature): 0.483 nm
Rms about mean (quadrature): 0.2000 nm
Assumed resonance frequency: 15 kHz
Assumed quality factor: 50 (no unit)
Ratio u = h*f/(kB*T): 2.40e-09 (no unit)
Quantum excess of mean square: 4.8e-19 (fraction)
First beam root alpha: 1.8751 (no unit)
Shape constant sigma: 0.7341 (no unit)
Static/mode stiffness ratio: 0.9707 (no unit)
Same ratio, finite elements: 0.9707 (no unit)
Optical-lever factor chi: 0.9177 (no unit)
Same factor, finite elements: 0.9177 (no unit)
Combined lever factor: 0.8174 (no unit)
Static k_s, rms is true mode-1 motion: 0.1005 N/m
Static k_s, rms is raw lever signal: 0.0846 N/m
Assumed detector noise: 0.03 nm rms
Rms after noise subtraction: 0.1977 nm
k after noise subtraction: 0.1059 N/m
Change of k by noise subtraction: 2.3 %
Assumed laser heating: 3 K
k if lever is that much warmer: 0.1046 N/m
Change of k by heating: 1.0 %
Assumed record length: 10 s
Averaging error of mean square: 1.0 %
Simulated record scatter (Q=10 test): 9.9 %
Formula for that scatter: 10.0 %
```
